# Gauge invariance and the renormalization constants of scalar QED: a numerical check

```python
"""Ward identities of scalar QED and equality of its renormalization constants.

Euclidean kernel of a charged scalar in an external field a = e A / hbar:
    K[a] = K - a.V + (1/2) a a W,   tree: K = p^2 + kappa^2, V = p' + p, W = 2 delta.
Under test:
    k.V(p+k,p) = K(p+k) - K(p)
    q_m W_mn(p;q,k) = V_n(p+q+k,p+q) - V_n(p+k,p)
and, at one loop and p = 0, with L = ln(cutoff^2/kappa^2) and a large cutoff,
    Z1 = Z2 = Z4 = 1 + alpha/(4 pi) * [(3 - xi) L - 3 + 5 xi/2].
Z2, Z1, Z4 belong to K, V, W; xi is the gauge parameter (0 Landau, 1 Feynman).
All wavevectors are in units of kappa = m c / hbar. The cutoff acts on the
photon propagator only, through the factor (cutoff^2/(l^2 + cutoff^2))^2.
"""
import numpy as np
from scipy import constants as sc

KAPPA2 = 1.0
EYE = np.eye(4)


# ---------- definition: scalar in one photon mode of random phase ----------
def averaged_kernel(p, l, pol, amp, q, k, a_q, a_k, reach):
    """Inverse of the phase-averaged propagator, in the basis p, p+k, p+q, p+q+k."""
    states = [(n, i, j) for n in range(-reach, reach + 1)
              for i in (0, 1) for j in (0, 1)]
    index = {s: c for c, s in enumerate(states)}
    steps = np.array([l, q, k])
    modes = [((1, 0, 0), amp * pol), ((-1, 0, 0), amp * pol),
             ((0, 1, 0), a_q), ((0, 0, 1), a_k)]
    h = np.zeros((len(states), len(states)))
    for s, c in index.items():
        mom = p + np.array(s) @ steps
        h[c, c] += mom @ mom + KAPPA2
        for shift, field in modes:
            t = tuple(np.add(s, shift))
            if t in index:
                h[index[t], c] -= field @ (2 * mom + np.array(shift) @ steps)
            for shift2, field2 in modes:
                t2 = tuple(np.add(t, shift2))
                if t2 in index:
                    h[index[t2], c] += field @ field2
    keep = [index[(0, i, j)] for i in (0, 1) for j in (0, 1)]
    # The phase average keeps only elements that conserve the mode number.
    return np.linalg.inv(np.linalg.inv(h)[np.ix_(keep, keep)])


def response(p, l, pol, amp, q, k, reach):
    """Diagonal K, V for q from p, V for k from p and from p+q, and W."""
    vq, vk, vk_shifted = np.zeros(4), np.zeros(4), np.zeros(4)
    w = np.zeros((4, 4))
    for m in range(4):
        for n in range(4):
            ker = averaged_kernel(p, l, pol, amp, q, k, EYE[m], EYE[n], reach)
            vq[m], vk[n], vk_shifted[n] = -ker[2, 0], -ker[1, 0], -ker[3, 2]
            w[m, n] = ker[3, 0]
    return np.diag(ker).copy(), vq, vk, vk_shifted, w


# ---------- one-loop integrands for photon wavevectors l, propagator d ----------
def prop(mom):
    return 1 / (np.sum(mom * mom, axis=1) + KAPPA2)


def contract(d, u):
    return np.einsum('nab,nb->na', d, u)


def sigma_loop(p, l, d):
    u = 2 * p + l
    return np.trace(d, axis1=1, axis2=2) - np.sum(u * contract(d, u), axis=1) * prop(p + l)


def vertex_loop(p, k, l, d):
    """Triangle diagram, and the two bubbles with one seagull vertex."""
    ui, uf = 2 * p + l, 2 * (p + k) + l
    gi, gf = prop(p + l), prop(p + k + l)
    udu = np.sum(uf * contract(d, ui), axis=1)
    triangle = (2 * p + k + 2 * l) * (udu * gi * gf)[:, None]
    bubbles = -2 * contract(d, ui) * gi[:, None] - 2 * contract(d, uf) * gf[:, None]
    return triangle, bubbles


def seagull_loop(p, q, k, l, d):
    """Internal seagull, two currents, mixed, two outer seagulls."""
    def outer(a, b, factor):
        return a[:, :, None] * b[:, None, :] * factor[:, None, None]
    ui, uf = 2 * p + l, 2 * (p + q + k) + l
    gi, gq, gk, gf = prop(p + l), prop(p + q + l), prop(p + k + l), prop(p + q + k + l)
    di, df = contract(d, ui), contract(d, uf)
    ends = np.sum(uf * di, axis=1) * gi * gf
    q_first, q_last = 2 * p + q + 2 * l, 2 * p + 2 * k + q + 2 * l
    k_first, k_last = 2 * p + k + 2 * l, 2 * p + 2 * q + k + 2 * l
    internal = 2 * EYE * ends[:, None, None]
    currents = -outer(q_first, k_last, ends * gq) - outer(q_last, k_first, ends * gk)
    mixed = 2 * (outer(di, k_first, gi * gk) + outer(q_first, di, gi * gq)
                 + outer(df, k_last, gq * gf) + outer(q_last, df, gk * gf))
    outer_pair = -4 * d * (gq + gk)[:, None, None]
    return internal, currents, mixed, outer_pair


# ---------- regulated loop integrals in units of g^2/(16 pi^2) ----------
def photon_grid(cutoff, xi):
    """Wavevectors, and propagators multiplied by their quadrature weights."""
    step, n_angle = 0.1, 32
    x = np.arange(-12, np.log(cutoff) + 14, step)
    angle = np.pi * np.arange(1, n_angle + 1) / (n_angle + 1)
    xx, tt = np.meshgrid(x, angle, indexing='ij')
    r, t = np.exp(xx).ravel(), tt.ravel()
    l = np.zeros((r.size, 4))
    l[:, 0], l[:, 1] = r * np.cos(t), r * np.sin(t)
    weight = 4 * step / (n_angle + 1) * np.sin(t)**2 * r**4
    unit = l / r[:, None]
    tensor = EYE - (1 - xi) * unit[:, :, None] * unit[:, None, :]
    scalar = weight / r**2 * (cutoff**2 / (r**2 + cutoff**2))**2
    return l, tensor * scalar[:, None, None]


def on_axis(p2):
    p = np.zeros(4, dtype=complex)
    p[0] = np.sqrt(complex(p2))
    return p


def self_energy_slopes(grid, p2, h=0.06):
    """First and second derivative of the self-energy with respect to p^2."""
    s = [np.sum(sigma_loop(on_axis(p2 + j * h), *grid)).real for j in range(-2, 3)]
    first = (s[0] - 8 * s[1] + 8 * s[3] - s[4]) / (12 * h)
    second = (-s[0] + 16 * s[1] - 30 * s[2] + 16 * s[3] - s[4]) / (12 * h * h)
    return first, second


def vertex_coefficients(grid, p2):
    """Coefficient of 2 p_m in V, diagram by diagram."""
    if p2 == 0:  # even combination of nearby points, error of fourth order
        h = 0.01
        near = vertex_coefficients(grid, h) + vertex_coefficients(grid, -h)
        far = vertex_coefficients(grid, 2 * h) + vertex_coefficients(grid, -2 * h)
        return (4 * near - far) / 6
    p = on_axis(p2)
    return np.array([(np.sum(v[:, 0]) / (2 * p[0])).real
                     for v in vertex_loop(p, np.zeros(4), *grid)])


def seagull_coefficients(grid, p2):
    """Coefficient of 2 delta_mn in W by groups, and the component along p."""
    zero = np.zeros(4)
    sums = [np.sum(w, axis=0).real for w in seagull_loop(on_axis(p2), zero, zero, *grid)]
    across = np.array([(np.trace(w) - w[0, 0]) / 6 for w in sums])
    return across, sum(w[0, 0] for w in sums)


def radial_integrals(cutoff):
    """Closed forms of int_0^inf dy F/(y+1)^n, n = 1, 2, 3, F the cutoff factor."""
    b = cutoff**2
    c, log = b - 1, np.log(b)
    i1 = b**2 * log / c**2 - b / c
    i2 = b**2 / c**2 + b / c**2 - 2 * b**2 * log / c**3
    i3 = b**2 / (2 * c**2) - 2 * b**2 / c**3 - b / c**3 + 3 * b**2 * log / c**4
    return i1, i2, i3


# ---------- test: loop integrands against the averaged propagator ----------
p = np.array([0.3, 0.5, -0.2, 0.1])
q = np.array([0.4, -0.3, 0.6, 0.2])
k = np.array([-0.5, 0.2, 0.3, 0.7])
l = np.array([0.8, 0.6, -0.4, 0.5])
pol = np.array([0.6, -0.2, 0.5, 0.4])

tiny = 1e-4
base = response(p, l, pol, 0.0, q, k, 1)
one = response(p, l, pol, np.sqrt(tiny), q, k, 1)
two = response(p, l, pol, np.sqrt(2 * tiny), q, k, 1)
first_order = [2 * (b - a) / tiny - (c - a) / (2 * tiny)
               for a, b, c in zip(base, one, two)]
pair = np.array([l, -l])
dpair = np.array([np.outer(pol, pol)] * 2)
sig_p = np.sum(sigma_loop(p, pair, dpair))
v_loop = np.sum(sum(vertex_loop(p, q, pair, dpair)), axis=0)
w_loop = np.sum(sum(seagull_loop(p, q, k, pair, dpair)), axis=0)
dev_loop = max(abs(first_order[0][0] - sig_p),
               np.max(np.abs(first_order[1] - v_loop)),
               np.max(np.abs(first_order[4] - w_loop)))
assert dev_loop < 1e-5  # remainder of the amplitude expansion is about 1e-7

# ---------- test: identities for the integrands at one fixed l ----------
ls, ds = pair[:1], dpair[:1] + 0.3 * EYE
lhs1 = q @ sum(vertex_loop(p, q, ls, ds))[0]
rhs1 = (sigma_loop(p + q, ls, ds) - sigma_loop(p, ls, ds))[0]
lhs2 = q @ sum(seagull_loop(p, q, k, ls, ds))[0]
rhs2 = (sum(vertex_loop(p + q, k, ls, ds)) - sum(vertex_loop(p, k, ls, ds)))[0]
assert abs(lhs1 - rhs1) < 1e-11 and np.max(np.abs(lhs2 - rhs2)) < 1e-11

# ---------- test: identities in a strong fluctuating field ----------
strong = 1.0
kd, vq, vk, vks, w = response(p, l, pol, strong, q, k, 4)
assert abs(q @ vq - (kd[2] - kd[0])) < 1e-9
assert np.max(np.abs(q @ w - (vks - vk))) < 1e-9
tree_diff = (p + q) @ (p + q) - p @ p
assert abs(q @ vq - tree_diff) > 1e-3  # the field really changes the kernel

g2 = sc.e**2 / (sc.epsilon_0 * sc.hbar * sc.c)
unit = g2 / (16 * np.pi**2)
assert abs(g2 / (4 * np.pi * sc.fine_structure) - 1) < 1e-8

print(f"coupling g^2 = e^2/(eps0 hbar c): {g2:.8f} (dimensionless)")
print(f"alpha/(4 pi): {unit:.6e} (dimensionless)")
print(f"loop integrands, largest deviation: {dev_loop:.1e}")
print("Strong-field example, wavevectors in units of kappa")
for name, vec in (("p", p), ("q", q), ("k", k), ("l", l), ("polarization", pol)):
    print(f"  {name} =", vec)
print(f"  field amplitude: {strong:.1f} kappa")
print(f"  K(p), K(p+q): {kd[0]:.6f}, {kd[2]:.6f} kappa^2")
print(f"  q.V: {q @ vq:.6f} kappa^2")
print(f"  K(p+q)-K(p): {kd[2] - kd[0]:.6f} kappa^2")
print(f"  same difference at tree level: {tree_diff:.6f} kappa^2")
print(f"  q.W, component 0: {(q @ w)[0]:.6f} kappa")
print(f"  V difference, component 0: {(vks - vk)[0]:.6f} kappa")
print(f"  tree value, component 0: {2 * q[0]:.6f} kappa")

# ---------- renormalization constants ----------
cutoff, cutoff_high = 1e3, 1e4
L = np.log(cutoff**2 / KAPPA2)
i1, i2, i3 = radial_integrals(cutoff)
for exact, limit in ((i1, L - 1), (i2, 1), (i3, 0.5)):
    assert abs(exact - limit) < 2 * L / cutoff**2
print(f"cutoff/kappa: {cutoff:.0f}, L = {L:.6f}")
print(f"second cutoff/kappa: {cutoff_high:.0f}")
print(f"I1, I2, I3: {i1:.6f}, {i2:.6f}, {i3:.6f} (dimensionless)")
print("B = (Z-1)/(alpha/4pi), from K, V, W in turn (dimensionless)")
for xi in (0.0, 1.0, 3.0):
    grid = photon_grid(cutoff, xi)
    v_parts = vertex_coefficients(grid, 0)
    w_parts, _ = seagull_coefficients(grid, 0)
    b0 = -np.array([self_energy_slopes(grid, 0)[0], v_parts.sum(), w_parts.sum()])
    b_exact = 3 * i1 - xi * (i1 - i2 - i3)
    b_limit = (3 - xi) * L - 3 + 2.5 * xi
    assert abs(b0[0] - b_exact) < 1e-4  # finite-difference error of the slope
    assert np.max(np.abs(b0[1:] - b_exact)) < 1e-5
    assert abs(b_exact - b_limit) < 6 * L / cutoff**2
    v_formula = np.array([xi * (i1 - i3), -3 * i1 - xi * i2])
    w_formula = np.array([xi * (i1 - i2), -xi * (i1 - 2 * i2 + i3),
                          2 * xi * (i1 - i2), -(3 + xi) * i1])
    assert np.max(np.abs(v_parts - v_formula)) < 1e-5
    assert np.max(np.abs(w_parts - w_formula)) < 1e-5

    slope, curvature = self_energy_slopes(grid, 1.0)
    w_across, w_along = seagull_coefficients(grid, 1.0)
    b1 = -np.array([slope, vertex_coefficients(grid, 1.0).sum(), w_across.sum()])
    assert np.ptp(b1) < 1e-5
    assert abs(w_along - (2 * slope + 4 * curvature)) < 1e-4

    high = photon_grid(cutoff_high, xi)
    b_high = -np.array([self_energy_slopes(high, 0)[0],
                        vertex_coefficients(high, 0).sum(),
                        seagull_coefficients(high, 0)[0].sum()])
    log_coefficient = (b_high - b0) / np.log(cutoff_high**2 / cutoff**2)
    assert np.max(np.abs(log_coefficient - (3 - xi))) < 1e-4

    print(f"xi = {xi:.0f}")
    print("  B at p=0:", " ".join(f"{b:.4f}" for b in b0))
    print(f"  B formula, finite and large cutoff: {b_exact:.4f}, {b_limit:.4f}")
    print("  Z at p=0:", " ".join(f"{1 + unit * b:.7f}" for b in b0))
    print("  B at p=kappa:", " ".join(f"{b:.4f}" for b in b1))
    # Adding zero removes the sign of a rounded negative zero.
    print("  coefficient of L:", " ".join(f"{round(c, 3) + 0.0:.3f}"
                                          for c in log_coefficient))
    if xi == 1.0:
        print("  slope parts at p=0, units alpha/4pi")
        print(f"    V triangle, bubbles: {v_parts[0]:.4f}, {v_parts[1]:.4f}")
        print(f"    W internal seagull, two currents: {w_parts[0]:.4f}, {w_parts[1]:.4f}")
        print(f"    W mixed, outer seagulls: {w_parts[2]:.4f}, {w_parts[3]:.4f}")
        print(f"  at p=kappa, W along p: {w_along:.4f}")
        print(f"    2K' part: {2 * slope:.4f}, 4p^2K'' part: {4 * curvature:.4f}")

print("success")
```

Printed output:

```
coupling g^2 = e^2/(eps0 hbar c): 0.09170124 (dimensionless)
alpha/(4 pi): 5.807049e-04 (dimensionless)
loop integrands, largest deviation: 3.3e-08
Strong-field example, wavevectors in units of kappa
  p = [ 0.3  0.5 -0.2  0.1]
  q = [ 0.4 -0.3  0.6  0.2]
  k = [-0.5  0.2  0.3  0.7]
  l = [ 0.8  0.6 -0.4  0.5]
  polarization = [ 0.6 -0.2  0.5  0.4]
  field amplitude: 1.0 kappa
  K(p), K(p+q): 2.797169, 2.608709 kappa^2
  q.V: -0.188459 kappa^2
  K(p+q)-K(p): -0.188459 kappa^2
  same difference at tree level: 0.390000 kappa^2
  q.W, component 0: -0.107956 kappa
  V difference, component 0: -0.107956 kappa
  tree value, component 0: 0.800000 kappa
cutoff/kappa: 1000, L = 13.815511
second cutoff/kappa: 10000
I1, I2, I3: 12.815537, 0.999975, 0.499999 (dimensionless)
B = (Z-1)/(alpha/4pi), from K, V, W in turn (dimensionless)
xi = 0
  B at p=0: 38.4466 38.4466 38.4466
  B formula, finite and large cutoff: 38.4466, 38.4465
  Z at p=0: 1.0223261 1.0223261 1.0223261
  B at p=kappa: 35.7878 35.7878 35.7878
  coefficient of L: 3.000 3.000 3.000
xi = 1
  B at p=0: 27.1310 27.1310 27.1310
  B formula, finite and large cutoff: 27.1310, 27.1310
  Z at p=0: 1.0157551 1.0157551 1.0157551
  B at p=kappa: 25.3585 25.3585 25.3585
  coefficient of L: 2.000 2.000 2.000
  slope parts at p=0, units alpha/4pi
    V triangle, bubbles: 12.3155, -39.4466
    W internal seagull, two currents: 11.8156, -11.3156
    W mixed, outer seagulls: 23.6311, -51.2621
  at p=kappa, W along p: -45.8073
    2K' part: -50.7169, 4p^2K'' part: 4.9096
xi = 3
  B at p=0: 4.4999 4.4999 4.4999
  B formula, finite and large cutoff: 4.4999, 4.5000
  Z at p=0: 1.0026131 1.0026131 1.0026131
  B at p=kappa: 4.4998 4.4998 4.4998
  coefficient of L: 0.000 0.000 0.000
success
```
